\section*{Matthiessen's rule as a lower bound on the resistivity}

\section{Two groups of electrons}

Let a metal contain two groups of electrons, A and B, that carry current in parallel and do not exchange electrons. One kind of scatterer alone gives them resistivities $a$ and $b$, and a second kind alone gives $c$ and $d$. All four are positive. Within a group the scattering rates add, so both kinds together give $a+c$ and $b+d$. Parallel conduction then gives
\begin{equation}
\rho_1=\frac{ab}{a+b},\qquad \rho_2=\frac{cd}{c+d},\qquad
\rho_{12}=\frac{(a+c)(b+d)}{a+b+c+d}.
\end{equation}
Write $P=a+b$ and $Q=c+d$. Over the common denominator $PQ(P+Q)$, the numerator of $\rho_{12}-\rho_1-\rho_2$ is
\begin{align}
&PQ(ab+ad+bc+cd)-abQ(P+Q)-cdP(P+Q)\nonumber\\
&\quad=PQ(ad+bc)-abQ^2-cdP^2 .
\end{align}
Since $PQ=(ad+bc)+(ac+bd)$ and $(ac+bd)(ad+bc)=ab(c^2+d^2)+cd(a^2+b^2)$, the squares cancel against those in $abQ^2$ and $cdP^2$. What remains is $(ad+bc)^2-4abcd=(ad-bc)^2$. Therefore
\begin{equation}
\rho_{12}-\rho_1-\rho_2=\frac{(ad-bc)^2}{(a+b)(c+d)(a+b+c+d)}\ge 0 .
\label{two}
\end{equation}

With one kind of scatterer the current favours the group to which that kind gives the lower resistivity. With both kinds present, a single division of the current must serve for both. It is a compromise unless $a/b=c/d$, and the compromise costs extra heat. The same holds for a general collision operator, where electrons also pass between states and no relaxation time need exist.

\section{The transport problem}

Take a uniform metal in a weak, steady electric field $\mathbf E$, without a magnetic field. The carriers have charge $q$ and velocity $\mathbf v$. Write the distribution as
\begin{equation}
f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\phi ,
\end{equation}
where $f_0$ is the Fermi function, and define the operator $L$ by
$(\partial f/\partial t)_{\rm coll}=-(-\partial f_0/\partial\varepsilon)L\phi$. In the steady state the field term equals the collision term. To first order the field term is $(q\mathbf E/\hbar)\cdot\nabla_{\mathbf k}f_0=q\mathbf E\cdot\mathbf v\,\partial f_0/\partial\varepsilon$. Both sides contain $-(-\partial f_0/\partial\varepsilon)$, and after division
\begin{equation}
L\phi=\mathbf E\cdot\mathbf X,\qquad \mathbf X=q\mathbf v .
\label{be}
\end{equation}
With the inner product
\begin{equation}
\langle\psi,\phi\rangle=\int\frac{2\,d^3k}{(2\pi)^3}\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\psi\phi ,
\end{equation}
the current density is $\mathbf J=\langle\mathbf X,\phi\rangle$. The resistivity tensor is defined by $\mathbf E=\rho\mathbf J$.

Two properties of $L$ are needed. Let $w(k,k')$ be the transition rate for one-electron scattering from scatterers in equilibrium. Detailed balance makes the equilibrium flux $\mathcal W=f_0(1-f_0')\,w(k,k')=f_0'(1-f_0)\,w(k',k)$ symmetric. The net flux from $k$ to $k'$ is $f(1-f')w(k,k')-f'(1-f)w(k',k)$. In its linear part the coefficient of $\delta f$ is
\begin{equation}
(1-f_0')w(k,k')+f_0'w(k',k)=\frac{\mathcal W}{f_0}+\frac{\mathcal W}{1-f_0}
=\frac{\mathcal W}{f_0(1-f_0)} .
\end{equation}
Because $\delta f=f_0(1-f_0)\phi/k_BT$, this part contributes $\mathcal W\phi/k_BT$. The part with $\delta f'$ gives $-\mathcal W\phi'/k_BT$ in the same way. Set $W=\mathcal W/k_BT$, multiply the net flux by $\psi$, integrate over both states and average with the expression in which $k$ and $k'$ are exchanged:
\begin{equation}
\langle\psi,L\phi\rangle=\frac12\iint W(k,k')(\psi-\psi')(\phi-\phi') .
\label{form}
\end{equation}
So $L$ is symmetric, $\langle\phi,L\phi\rangle\ge0$, and a constant $\phi$ is not relaxed, which expresses charge conservation. For the solution of (\ref{be}), $\langle\phi,L\phi\rangle=\mathbf E\cdot\langle\mathbf X,\phi\rangle=\mathbf E\cdot\mathbf J$, the Joule heat per unit volume and time.

Let $L_1$ and $L_2$ have these properties, and let the metal with both mechanisms have the operator $L_1+L_2$ and the same $\mathbf X$. This excludes scatterers that change the bands or the carrier density, that alter each other's rates, or whose amplitudes interfere. It also excludes phonons dragged out of equilibrium by the current. The claim is that for every $\mathbf J$
\begin{equation}
\mathbf J\cdot\rho_{12}\mathbf J\ \ge\ \mathbf J\cdot\rho_1\mathbf J+\mathbf J\cdot\rho_2\mathbf J .
\label{claim}
\end{equation}
For current along a common principal axis this reads $\rho_{12}\ge\rho_1+\rho_2$. Matthiessen's rule is the case of equality.

\section{First derivation: least heat at fixed current}

Let $\phi_*$ solve (\ref{be}) and carry $\mathbf J$. Any other function with the same current is $\phi_*+\eta$ with $\langle\mathbf X,\eta\rangle=0$. By the symmetry of $L$,
\begin{align}
\langle\phi_*+\eta,L(\phi_*+\eta)\rangle
&=\langle\phi_*,L\phi_*\rangle+2\langle\eta,L\phi_*\rangle+\langle\eta,L\eta\rangle\nonumber\\
&=\mathbf J\cdot\rho\mathbf J+2\mathbf E\cdot\langle\mathbf X,\eta\rangle+\langle\eta,L\eta\rangle\nonumber\\
&=\mathbf J\cdot\rho\mathbf J+\langle\eta,L\eta\rangle .
\label{sq}
\end{align}
The last term is not negative, so
\begin{equation}
\mathbf J\cdot\rho\mathbf J=\min_{\langle\mathbf X,\phi\rangle=\mathbf J}\langle\phi,L\phi\rangle .
\label{var}
\end{equation}

Now let $\phi_1$, $\phi_2$ and $\phi_{12}$ be the solutions for $L_1$, $L_2$ and $L_1+L_2$, all carrying the same $\mathbf J$. The function $\phi_{12}$ is an admissible trial function in each separate problem. Equation (\ref{sq}) with $\eta=\phi_{12}-\phi_i$ gives
\begin{equation}
\langle\phi_{12},L_i\phi_{12}\rangle=\mathbf J\cdot\rho_i\mathbf J
+\langle\phi_{12}-\phi_i,L_i(\phi_{12}-\phi_i)\rangle .
\end{equation}
The sum over $i=1,2$ has $\mathbf J\cdot\rho_{12}\mathbf J$ on the left. Hence
\begin{equation}
\mathbf J\cdot(\rho_{12}-\rho_1-\rho_2)\mathbf J
=\sum_{i=1,2}\langle\phi_{12}-\phi_i,L_i(\phi_{12}-\phi_i)\rangle\ \ge 0 ,
\label{excess}
\end{equation}
which proves (\ref{claim}). The excess is the heat caused by the compromise, split between the two mechanisms. It vanishes when $\phi_{12}$ minimizes both separate problems, and not otherwise.

A mechanism may have no steady solution. Collisions that conserve momentum on a spherical Fermi surface leave a drifting distribution unrelaxed, and the field accelerates it without limit. Then (\ref{var}) is read as an infimum, here zero. The proof survives, because the infimum of a sum is not less than the sum of the infima.

Positivity cannot be dropped. Take two states, $X=(1,0)$, $L_1$ the unit matrix and
\begin{equation}
L_2=\begin{pmatrix}1&0.5\\0.5&-0.5\end{pmatrix}.
\end{equation}
For a two-state matrix, $\rho=1/(X\cdot L^{-1}X)=\det L/L_{22}$. This gives $\rho_1=1$ and $\rho_2=(-0.75)/(-0.5)=1.5$, with sum $2.5$. The matrix $L_1+L_2$ has determinant $2\times0.5-0.25=0.75$, so $\rho_{12}=0.75/0.5=1.5$. The total lies below the sum because the quadratic form of $L_2$ is negative on $(0,1)$, a function that carries no current, while that of $L_1+L_2$ is still positive there. A negative eigenvalue alone would not be enough.

\section{Second derivation: switching on the second mechanism}

The same inequality follows without trial functions. Let the number of states be finite, and let $L_1$ and $L_2$ be strictly positive on functions orthogonal to the constants. Multiply the second mechanism by a strength $s\ge0$:
\begin{equation}
L(s)=L_1+sL_2,\qquad L(s)\phi=\mathbf E(s)\cdot\mathbf X,\qquad \langle\mathbf X,\phi\rangle=\mathbf J .
\label{path}
\end{equation}
The current is held fixed while $\phi$ and $\mathbf E$ change with $s$. Let $r(s)=\mathbf E(s)\cdot\mathbf J=\mathbf J\cdot\rho(s)\mathbf J$, and let a dot denote $d/ds$. Differentiation of (\ref{path}) gives
\begin{equation}
L_2\phi+L\dot\phi=\dot{\mathbf E}\cdot\mathbf X,\qquad \langle\mathbf X,\dot\phi\rangle=0 .
\label{d1}
\end{equation}
Take the inner product of the first equation with $\phi$. The right side becomes $\dot{\mathbf E}\cdot\mathbf J=\dot r$. On the left, $\langle\phi,L\dot\phi\rangle=\langle L\phi,\dot\phi\rangle=\mathbf E\cdot\langle\mathbf X,\dot\phi\rangle=0$. Thus
\begin{equation}
\dot r=\langle\phi,L_2\phi\rangle\ge0 .
\label{slope}
\end{equation}
A second differentiation, with $L_2\phi$ taken from (\ref{d1}), gives
\begin{equation}
\ddot r=2\langle\dot\phi,L_2\phi\rangle
=2\dot{\mathbf E}\cdot\langle\mathbf X,\dot\phi\rangle-2\langle\dot\phi,L\dot\phi\rangle
=-2\langle\dot\phi,L\dot\phi\rangle\le0 .
\label{curv}
\end{equation}
The resistivity rises with $s$ at a slope that never increases. By (\ref{slope}) the slope is $\langle\phi,L_2\phi\rangle$, and the shift of the distribution with $s$ can only lower this quantity.

The final slope is known. If all rates are multiplied by a constant, so is the resistivity. Therefore
\begin{equation}
\frac{r(s)}{s}=\mathbf J\cdot\rho\!\left(L_2+\frac{L_1}{s}\right)\mathbf J\ \longrightarrow\ \mathbf J\cdot\rho_2\mathbf J
\qquad(s\to\infty).
\end{equation}
Also $r(s)/s$ equals $r(0)/s$ plus the mean slope between $0$ and $s$. The slope is non-increasing and bounded below by zero, so it has a limit, and its mean has the same limit. Hence $\dot r(s)\ge\mathbf J\cdot\rho_2\mathbf J$ for all $s\ge0$. Integration from $0$ to $1$ gives
\begin{equation}
\mathbf J\cdot\rho_{12}\mathbf J-\mathbf J\cdot\rho_1\mathbf J=\int_0^1\dot r\,ds\ \ge\ \mathbf J\cdot\rho_2\mathbf J ,
\end{equation}
which is (\ref{claim}) again. The initial slope supplies a bound from above:
\begin{equation}
\mathbf J\cdot\rho_{12}\mathbf J\le\mathbf J\cdot\rho_1\mathbf J+\langle\phi_1,L_2\phi_1\rangle .
\label{upper}
\end{equation}

\section{Bulk scattering and grain boundaries in a line}

Consider a wide interconnect line at 300 K with a free-electron Fermi sphere. The current flows along $x$, $\mu=v_x/v_F$, and a bar denotes the average over directions. Write $L=v_F\Lambda$, so that $\Lambda$ is an inverse length. The density of states is $N_F=3n/(mv_F^2)$, and (\ref{var}) becomes
\begin{equation}
\rho=C\min_\phi\frac{\overline{\phi\Lambda\phi}}{(\overline{\mu\phi})^2},\qquad
C=\frac{1}{e^2N_Fv_F}=\frac{mv_F}{3ne^2} .
\end{equation}
If $\Lambda\phi=\mu$, then $\overline{\phi\Lambda\phi}=\overline{\mu\phi}$ and $\rho=C/\overline{\mu\phi}$.

\textit{Bulk.} Let the scattering probability be weighted by $1+a\cos\Theta$, where $\Theta$ is the scattering angle. Averaged over azimuth, $\cos\Theta$ becomes $\mu\mu'$, so
\begin{equation}
\Lambda_1\phi=\frac1\ell\left[\phi-\overline\phi-a\mu\,\overline{\mu\phi}\right].
\end{equation}
Since $\overline{\mu^2}=1/3$, $\Lambda_1\mu=\mu/\lambda$ with $\lambda=\ell/(1-a/3)$. The solution is $\phi=\lambda\mu$, and $\rho_1=3C/\lambda$.

\textit{Grain boundaries.} Let these be planes normal to $x$ at mean distance $D$, each a barrier $S\delta(x)$. With $\kappa=mS/\hbar^2$, matching gives $1+r=t$ and $ik[t-(1-r)]=2\kappa t$. Hence $ikr=\kappa t$, and the reflection and transmission probabilities obey $R/T=\kappa^2/k^2=\beta^2/\mu^2$ with $\beta=\kappa/k_F$. Let $u$ and $u'$ be the forward fluxes before and after a plane, and $F$ the net flux. The backward flux beyond the plane is $u'-F$, so $u'=Tu+R(u'-F)$, or $u'=u-(R/T)F$. A uniform medium that reverses $\mu$ with probability $p$ per unit length along $x$ reduces the forward flux by $pF$ per unit length. The two agree for $p=\beta^2/(D\mu^2)$, which in time is a rate $v_F|\mu|p$. Adding fluxes rather than amplitudes assumes that phase is lost between planes. A coherent stack of such planes would transmit differently, so $\rho_2$ below is a semiclassical reference value. Thus
\begin{equation}
\Lambda_2\phi=\frac{\beta^2}{D|\mu|}\left[\phi(\mu)-\phi(-\mu)\right],
\end{equation}
which for odd $\phi$ is $\phi/(G|\mu|)$ with $G=D/(2\beta^2)$. The solution of $\Lambda_2\phi=\mu$ is $\phi=G\mu|\mu|$. Then $\overline{\mu\phi}=G\int_0^1\mu^3d\mu=G/4$ and $\rho_2=4C/G$.

\textit{Both.} With $M=\overline{\mu\phi}$ and $\overline\phi=0$,
\begin{equation}
\left(\frac1\ell+\frac1{G|\mu|}\right)\phi=\mu\left(1+\frac{aM}{\ell}\right).
\end{equation}
Solve for $\phi$, multiply by $\mu$ and average. This gives $M=(1+aM/\ell)K$, where, with $\alpha=\ell/G$,
\begin{equation}
K=\ell\int_0^1\frac{\mu^3d\mu}{\mu+\alpha}
=\ell\left[\frac13-\frac\alpha2+\alpha^2-\alpha^3\ln\left(1+\frac1\alpha\right)\right].
\end{equation}
The integral follows from $\mu^3/(\mu+\alpha)=\mu^2-\alpha\mu+\alpha^2-\alpha^3/(\mu+\alpha)$. Division by $MK$ gives $1/M=1/K-a/\ell$, so
\begin{equation}
\rho_{12}=C\left(\frac1K-\frac a\ell\right).
\end{equation}

Take $n=80$ nm$^{-3}$, $\lambda=40$ nm, $a=0.6$, $D=50$ nm and $R=0.30$ at normal incidence. Then $C=22.818\ \mu\Omega\,$cm$\,$nm, $\ell=40\times0.8=32$ nm, $\beta^2=0.30/0.70=0.4286$, $G=50/0.8572=58.33$ nm and $K=6.037$ nm. In $\mu\Omega\,$cm,
\begin{align}
\rho_1&=3\times22.818/40=1.711,\nonumber\\
\rho_2&=4\times22.818/58.33=1.565,\nonumber\\
\rho_{12}&=22.818\,(0.16564-0.01875)=3.352 .
\end{align}
Here $R$ is the true reflection probability at normal incidence. The formula commonly fitted to thin-wire data has the same bracket but takes $\alpha$ as the ratio of path to grain size times $R/(1-R)$, half the value used here, so a fitted $R$ must be converted before use. Halving $\alpha$ would give a total of 2.55. The sum $\rho_1+\rho_2$ is 3.276. In (\ref{upper}), $\phi_1\propto\mu$ gives the upper bound $C[3/\lambda+9/(2G)]=3.472$. The total, 3.352 $\mu\Omega\,$cm or 33.5 n$\Omega\,$m, lies between the bounds. The excess is 0.076, or 2.3\% of the sum. By (\ref{excess}), 56\% of it arises in bulk collisions and 44\% at the boundaries. If the boundary part were inferred by subtracting $\rho_1$ from the total, it would come out 4.8\% above $\rho_2$.

Within the uniform model, the slope (\ref{slope}) gives both limits of boundary strength $1/G$, with the bulk held fixed. For weak boundaries the added resistivity is $9C/(2G)=\frac98\rho_2$, so the excess tends to $\rho_2/8$. This limit needs a small $\beta^2$. It does not describe widely spaced planes that each reflect strongly. For strong boundaries the unit-current solution is $\phi=4\mu|\mu|$, and bulk collisions add $C(16\,\overline{\mu^4}-a)/\ell=C(3.2-a)/\ell$. Since $\rho_1=C(3-a)/\ell$, the excess tends to $0.2C/\ell=0.14\ \mu\Omega\,$cm. Relative to the sum it vanishes in both limits. Among the computed grain sizes it is 1.3\% at 10 nm, largest at 50 nm and 1.6\% at 200 nm.

A mechanism with no resistivity of its own can still raise the total. Put momentum-conserving collisions, $\Lambda_N\phi=[\phi-\overline\phi-3\mu\,\overline{\mu\phi}]/\ell_N$, beside the boundaries and omit the bulk term. The resistivity rises from 1.565 to 1.600 at $\ell_N=100$ nm and to 1.690 at 10 nm. Very frequent collisions force $\phi\propto\mu$, with the limit $9C/(2G)=1.760\ \mu\Omega\,$cm.

\section{The model beside a real line}

A bulk resistivity near 2 $\mu\Omega\,$cm and a mean free path of some tens of nanometres are the rough room-temperature scale of a good interconnect metal. A width and height of 200 nm belong to the wider wiring levels, and 50 nm grains are small for such a line. Real lines also scatter at their sides. An electron leaving a diffuse side with $u=|v_z|/v_F$ lacks a fraction $e^{-z/(\lambda_{\rm e}u)}$ of its drift at distance $z$. Averaged over a width $d\gg\lambda_{\rm e}$, the loss of conductivity per pair of sides is $\frac32(\lambda_{\rm e}/d)\int_0^1u(1-u^2)du=3\lambda_{\rm e}/(8d)$. With the single effective path $\lambda_{\rm e}=3C/\rho_{12}=20.4$ nm this is 3.8\%. Keeping the angular dependence of $\Lambda_1+\Lambda_2$ lowers it to 3.5\%. Two pairs added cost about 7\%, more than the excess itself. Evenly spaced planes, treated with a position-dependent distribution, give 3.33 $\mu\Omega\,$cm, 0.7\% below the uniform model. That is small for the total but about a third of the excess, which falls from 2.3\% to 1.6\% of the sum. The gap widens once $D$ exceeds $\ell$. At 200 nm the planes give an excess of 0.7\% instead of 1.6\%, and for large $D$ at $R=0.30$ it tends to $0.037\rho_2$ instead of $\rho_2/8$. The size of the excess in the uniform model is therefore rough. Thermal smearing is slight, with $k_BT/E_F=0.004$. At 375 K, with $\lambda\propto1/T$ and the boundaries unchanged, the sum is 3.70 and the total 3.79 $\mu\Omega\,$cm, again an excess of 2.3\%.

\section{What each derivation assumes}

Both derivations need symmetric operators that add, a common driving term and a fixed current. A magnetic field would add an antisymmetric term, and then neither (\ref{sq}) nor (\ref{curv}) holds as written. The inequality itself can then fail. Two groups with Hall resistivities $\pm h$ have $\rho=(ab+h^2)/(a+b)$, and $a=d=h=1$, $b=c=2$ give a total of $5/3$ against a sum of $2$.

The first derivation compares three separate problems. It asks that each operator be non-negative, and it allows null modes and an infimum that is not attained. It needs no smooth dependence on strength. It yields the excess as two heats, but these require all three solutions.

The second derivation follows one solution along a path. It asks for strict positivity and for a resistivity that is continuous as $L_1/s\to0$. An operator with further null modes must be restricted to a subspace where it is positive, as $\Lambda_2$ is on odd functions, or be reached as a limit. In return it shows that the excess does not decrease as either mechanism is strengthened, since $\dot r\ge\mathbf J\cdot\rho_2\mathbf J$ and the two roles can be exchanged.

The two-state counterexample separates the arguments. In the first, the indefinite $L_2$ has no minimum. With $\phi=(1,y)$ its quadratic form is $1+y-0.5y^2$, so $\rho_2=1.5$ is the largest value and gives no lower bound. In the second, $\rho(s)=\det L/L_{22}=(1+0.5s-0.75s^2)/(1-0.5s)$, which diverges at $s=2$. The curve has $\ddot\rho=4/(s-2)^3<0$ for $s<2$, but the path cannot be continued through it to large $s$, where the slope would have been compared with $\rho_2$.

The tensor form (\ref{claim}) was also tested on 200 pairs of random 12-state operators with three current components. The smallest eigenvalue of $\rho_{12}-\rho_1-\rho_2$, relative to the trace of $\rho_{12}$, was $6.7\times10^{-4}$, and so positive in every case. The numerical output gives the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
Random operators: cases tested 200
  smallest eigenvalue of excess / trace: 6.71e-04
  largest eigenvalue of excess / trace: 0.118
Indefinite operator: total 1.500, sum 2.500 (no unit)
Electron density: 80 nm^-3
Fermi wavenumber: 13.33 nm^-1
Fermi velocity: 1.543e+06 m/s
Fermi energy: 6.77 eV
Bulk transport length lam: 40.0 nm
Forward preference a: 0.60
Bulk total scattering length ell: 32.0 nm
Grain boundary spacing D: 50.0 nm
Reflection at normal incidence: 0.30
beta^2: 0.4286
Grain length G: 58.33 nm
alpha = ell/G: 0.5486
K: 6.0372 nm
C: 22.818 micro-ohm cm nm
rho1, bulk alone: 1.7114 micro-ohm cm
rho2, grains alone: 1.5647 micro-ohm cm
rho1 + rho2: 3.2760 micro-ohm cm
rho12, both: 3.3518 micro-ohm cm = 33.518 nano-ohm m
Upper bound from phi = mu: 3.4716 micro-ohm cm
Excess: 0.0757 micro-ohm cm
  part from bulk operator: 0.0422 micro-ohm cm
  part from grain operator: 0.0335 micro-ohm cm
Excess / (rho1 + rho2): 2.31 %
Grain-size scan: D, sum, total, excess
  10 nm: 9.5347, 9.6547 micro-ohm cm, 1.26 %
  20 nm: 5.6231, 5.7272 micro-ohm cm, 1.85 %
  50 nm: 3.2760, 3.3518 micro-ohm cm, 2.31 %
  100 nm: 2.4937, 2.5466 micro-ohm cm, 2.12 %
  200 nm: 2.1025, 2.1361 micro-ohm cm, 1.60 %
Grains plus momentum-conserving collisions (length, rho)
  100.0 nm: 1.5998 micro-ohm cm
  10.0 nm: 1.6903 micro-ohm cm
  0.1 nm: 1.7588 micro-ohm cm
  limit 9C/(2G): 1.7603 micro-ohm cm
Discrete planes, rho: 3.329 micro-ohm cm
  change from uniform model: -0.7 %
Line width and height: 200 nm
Effective mean free path: 20.4 nm
Conductivity loss, one pair of diffuse sides: 3.8 %
Conductivity loss, two pairs added: 7.7 %
Thermal smearing kT/E_F at 300 K: 0.00382
At 375 K, lam taken as 1/T: 32.0 nm
  sum 3.7039, total 3.7892 micro-ohm cm
  excess: 2.30 %
\end{verbatim}
